\section*{Why spontaneous decay is not exactly exponential}

\section{What symmetry and dimensions say}

Let a system be prepared in a state $|e\rangle$ and let $A(t)=\langle e|e^{-iHt}|e\rangle$ be the amplitude to find it there later, with $\hbar=1$. Since $H$ is Hermitian, $A(-t)=A(t)^*$, so the survival probability $P(t)=|A(t)|^2$ is even in $t$. If $P$ is smooth at $t=0$, it has no linear term. The first correction to $P=1$ is then $-Ct^2$, where $C$ has the dimension of energy squared. A decay law $1-\Gamma t$ requires a cusp at $t=0$.

At late times the lowest energies matter. Suppose the coupling spectrum starts as $\lambda\omega$, with $\lambda$ dimensionless. The oscillating integral of $\omega e^{-i\omega t}$ near $\omega=0$ scales as $t^{-2}$, so a dimensionless amplitude must have the form $\lambda/(Et)^2$ with some energy $E$. It remains to find $C$ and $E$, and the conditions for both laws.

\section{The belief and its appeal}

The belief is that an excited level has a constant decay probability per unit time, hence $P=e^{-\Gamma t}$ at all times. To see where this comes from, take a level of energy $\omega_0$ coupled to one-photon states $|\omega\rangle$, $\omega\ge0$, in the rotating-wave approximation:
\begin{equation}
H=\omega_0|e\rangle\langle e|+\int_0^\infty\! d\omega\,\omega|\omega\rangle\langle\omega|
+\int_0^\infty\! d\omega\sqrt{J(\omega)}\,\bigl(|e\rangle\langle\omega|+|\omega\rangle\langle e|\bigr).
\end{equation}
Energies are measured from the ground state without photons, and
\begin{equation}
J(\omega)=\lambda\omega e^{-\omega/\Lambda}.
\end{equation}
Let $a(t)$ and $b_\omega(t)$ be the amplitudes of $|e\rangle$ and $|\omega\rangle$, with $a(0)=1$, $b_\omega(0)=0$. Then $i\dot b_\omega=\omega b_\omega+\sqrt J\,a$. Solving this and inserting it into $i\dot a=\omega_0a+\int\sqrt J\,b_\omega d\omega$ gives
\begin{equation}
\dot a(t)=-i\omega_0a(t)-\int_0^t K(\tau)a(t-\tau)d\tau,\qquad
K(\tau)=\int_0^\infty\! Je^{-i\omega\tau}d\omega=\frac{\lambda\Lambda^2}{(1+i\Lambda\tau)^2}.
\end{equation}
If the memory is short, one replaces $a(t-\tau)$ by $a(t)e^{i\omega_0\tau}$ and the upper limit by infinity. The integral becomes $[\pi J(\omega_0)+i\Delta(\omega_0)]a(t)$, where $\Delta(\omega)=\mathcal P\!\int J(\omega')/(\omega-\omega')\,d\omega'$ is the radiative shift. Hence $P=e^{-\Gamma t}$ with $\Gamma=2\pi J(\omega_0)$.

Both replacements have limits. For $t\lesssim1/\Lambda$ the memory integral is incomplete; at $t=0$ it vanishes, and so does the decay rate. At late times $K$ falls as $\tau^{-2}$, while the earlier amplitude $a(t-\tau)$ is exponentially larger than $a(t)$, so the distant past cannot be dropped.

\section{The exact amplitude}

Solve $(z-H)|\chi\rangle=|e\rangle$. The photon component is $\sqrt J\,\chi_e/(z-\omega)$, and the remaining equation gives
\begin{equation}
\langle e|(z-H)^{-1}|e\rangle=\frac1{D(z)},\quad D(z)=z-\omega_0-\Sigma(z),\quad
\Sigma(z)=\int_0^\infty\!\frac{J(\omega)}{z-\omega}d\omega .
\end{equation}
For $E<0$, $D'(E)=1+\int J/(E-\omega)^2d\omega>0$, and $D$ rises from $-\infty$ to $-\omega_0+\int J/\omega\,d\omega=-\omega_0+\lambda\Lambda$. There is thus no bound state if
\begin{equation}
\omega_r\equiv\omega_0-\lambda\Lambda>0 ,
\end{equation}
which is assumed from here on. If $\omega_r<0$, a bound state of weight $Z_b=1/D'(E_b)$ exists and $P\to Z_b^2$: decay is incomplete. For $\lambda=0.1$, $\Lambda=1$ and $\omega_0=0.05$ hartree this plateau is $0.704$.

Just above the real axis $\Sigma=\Delta-i\pi J$. The energy density of $|e\rangle$ is $-1/\pi$ times the imaginary part of $1/D$ there:
\begin{equation}
\rho(\omega)=\frac{J(\omega)}{[\omega-\omega_0-\Delta(\omega)]^2+\pi^2J(\omega)^2},\qquad
A(t)=\int_0^\infty\!\rho(\omega)e^{-i\omega t}d\omega .
\label{eq:rho}
\end{equation}
To evaluate $\Delta$, write $\omega'/(\omega-\omega')=-1+\omega/(\omega-\omega')$ and substitute $s=(\omega-\omega')/\Lambda$. With $\mathrm{Ei}(x)=\mathcal P\!\int_{-\infty}^x e^s/s\,ds$,
\begin{equation}
\Delta(\omega)=-\lambda\Lambda+\lambda\omega e^{-\omega/\Lambda}\,\mathrm{Ei}(\omega/\Lambda).
\end{equation}

\section{The onset is quadratic}

From $P=\iint\rho\rho'\cos[(\omega-\omega')t]$ and $\iint\rho\rho'=1$,
\begin{equation}
1-P=2\iint\rho(\omega)\rho(\omega')\sin^2\!\frac{(\omega-\omega')t}2\,d\omega\,d\omega'
\le\frac{t^2}2\iint\rho\rho'(\omega-\omega')^2=(\Delta E)^2t^2 .
\end{equation}
The last step expands the square, which gives $\langle\omega^2\rangle-\langle\omega\rangle^2$. If this variance is finite, it also dominates the integrand of $(1-P)/t^2$, so the limit $t\to0$ may be taken inside the integral and $(1-P)/t^2\to(\Delta E)^2$. Here $H|e\rangle=\omega_0|e\rangle+\int\sqrt J|\omega\rangle d\omega$, so
\begin{equation}
(\Delta E)^2=\omega_0^2+\int_0^\infty\! J\,d\omega-\omega_0^2=\lambda\Lambda^2,\qquad P=1-\lambda\Lambda^2t^2+o(t^2).
\end{equation}
This fixes $C$. An amplitude $e^{-iE_0t-\Gamma|t|/2}$ would need the density $(\Gamma/2\pi)/[(\omega-E_0)^2+\Gamma^2/4]$ on the whole line. That Lorentzian has infinite variance and no lower bound.

\section{What a lower bound does and does not force}

Suppose $|A(t)|\le Ce^{-\gamma t}$ for $t>0$ with some $\gamma>0$. By $A(-t)=A(t)^*$ the same bound holds with $|t|$. Then
\begin{equation}
\rho(\omega)=\frac1{2\pi}\int_{-\infty}^\infty A(t)e^{i\omega t}dt
\end{equation}
converges for complex $\omega$ with $|\mathrm{Im}\,\omega|<\gamma$ and is analytic there. But $\rho=0$ for all $\omega<0$, so an analytic $\rho$ vanishes everywhere, against $\int\rho=1$. A spectrum bounded below therefore excludes every exponential bound on the tail.

It does not force a power law. Take $\rho\propto e^{-a/\omega-b\omega}$ and set $\beta=b+it$. The substitution $\omega=\sqrt{a/\beta}\,s$, made for real $\beta$ and then continued, gives
\begin{equation}
A(t)\propto\int_0^\infty\! e^{-a/\omega-\beta\omega}d\omega=2\sqrt{a/\beta}\;K_1\!\bigl(2\sqrt{a\beta}\bigr).
\end{equation}
For large argument $K_1(x)\simeq\sqrt{\pi/2x}\,e^{-x}$, and $\mathrm{Re}\,2\sqrt{iat}=\sqrt{2at}$. So $P\propto t^{-3/2}e^{-2\sqrt{2at}}$: slower than any exponential, faster than any power. With $a=1$ hartree and $b=1$ hartree$^{-1}$ the local power $-d\ln P/d\ln t$ grows from $15.6$ at $t=100$ to $142.9$ at $t=10^4$ atomic units (a.u.). A power tail needs either a point where $\rho$ is not smooth or derivatives of $\rho$ that fail to be integrable at high energy: if all derivatives of $\rho$ are continuous and integrable on the whole line, repeated integration by parts makes $A$ fall faster than any power. For $J=\lambda\omega e^{-\omega/\Lambda}$ the non-smooth point is the threshold, where $\rho$ starts as a power of $\omega$.

\section{Pole and threshold}

For the spectrum $J=\lambda\omega e^{-\omega/\Lambda}$, continue $\rho$ into the fourth quadrant. The value of $1/D$ below the cut continues as $1/D(z)$. The value above it continues as $1/D_{\rm II}(z)$, where $D_{\rm II}=D+2\pi iJ$, because $\Sigma$ jumps by $-2\pi iJ$ from below to above. Hence
\begin{equation}
\rho(z)=\frac i{2\pi}\left(\frac1{D_{\rm II}}-\frac1D\right)=\frac{J(z)}{D(z)D_{\rm II}(z)} .
\end{equation}
$D$ has no zero off the real axis, since $\mathrm{Im}\,D=\mathrm{Im}\,z\,(1+\int J/|z-\omega|^2d\omega)$.

Now turn the path in (\ref{eq:rho}) onto the negative imaginary axis. To control the far arc, tilt the integration ray of $\Sigma$ up by $45^\circ$; its distance from $z$ is then at least $|z|/\sqrt2$, so $\Sigma\to0$. Since $|e^{-z/\Lambda}|\le1$ in this quadrant, $|D_{\rm II}/z|$ is at least $1-2\pi\lambda$ up to vanishing terms. For $2\pi\lambda<1$, $\rho(z)$ falls as $1/|z|$ and the arc drops out for $t>0$ by Jordan's lemma.

The closed path runs clockwise, so a simple zero $z_p$ of $D_{\rm II}$ contributes $-2\pi i$ times its residue. There $D=-2\pi iJ$, and the contribution is $e^{-iz_pt}/D_{\rm II}'(z_p)$. With one such zero, and $z=-iy$ on the new path,
\begin{equation}
A(t)=Ze^{-iz_pt}+A_c(t),\quad Z=\frac1{D_{\rm II}'(z_p)},\quad
A_c(t)=-i\int_0^\infty\!\rho(-iy)e^{-yt}dy .
\end{equation}
The first term is the exponential law, with $\Gamma=-2\,\mathrm{Im}\,z_p$. For weak coupling $z_p\simeq\omega_0+\Delta(\omega_0)-i\pi J(\omega_0)$, which returns the golden-rule rate.

At late times $y\sim1/t$ is small, $J(-iy)\simeq-i\lambda y$, and both $D$ and $D_{\rm II}$ tend to $-\omega_r$. Therefore
\begin{equation}
A_c\simeq-i\,\frac{-i\lambda}{\omega_r^2}\int_0^\infty\! ye^{-yt}dy=-\frac{\lambda}{\omega_r^2t^2},\qquad
P\to\frac{\lambda^2}{(\omega_rt)^4} .
\end{equation}
The energy $E$ of the opening argument is $\omega_r$, the level lowered by the radiative shift at threshold.

For $J=\lambda\Lambda(\omega/\Lambda)^se^{-\omega/\Lambda}$ with positive integer $s$ and $\omega_r=\omega_0-\int J/\omega\,d\omega>0$, lower the path by a small fixed depth $\eta$. Its horizontal part is of order $e^{-\eta t}$, and its vertical start at $\omega=0$ gives, by the same steps, $|A|\to\lambda\Lambda^{1-s}s!/(\omega_r^2t^{s+1})$.

\section{Numbers}

Take $\omega_0=0.5$ hartree, $\Lambda=1$ hartree and $\lambda=0.1$, a coupling chosen strong enough to make all stages visible. Then $\omega_r=0.5-0.1=0.4$ hartree and $2\pi\lambda=0.63<1$. A numerical winding count finds one zero of $D_{\rm II}$ in the quadrant, at $z_p=0.3888-0.0941i$ hartree. So $\Gamma=0.1882$ a.u., against $2\pi(0.1)(0.5)e^{-0.5}=0.1905$ a.u. from the golden rule. This closeness is particular to the parameters. Iterating $z_p=\omega_0+\Sigma_{\rm II}(z_p)$ once, with $\Sigma_{\rm II}=\Delta-i\pi J$ on the axis, multiplies the golden-rule rate by $1+\Delta J'/J+\Delta'$ at $\omega_0$, to first order in $\lambda$. Here the two corrections, about $-0.086$ and $+0.114$, largely cancel and leave a factor $1.03$; higher orders in $\lambda$ then lower the ratio to $0.988$. With $\omega_0=0.3$ hartree and the same $\lambda$ and $\Lambda$ the ratio is $0.69$. The lifetime is $5.31$ a.u., or $0.128$ fs.

\begin{center}
\begin{tabular}{rcccc}
$t$ (a.u.) & $P$ & $e^{-\Gamma t}$ & $|Z|^2e^{-\Gamma t}$ & $\lambda^2/(\omega_rt)^4$\\
0.1 & 0.99900 & 0.981 & 1.290 & --\\
20 & 0.0303 & 0.0232 & 0.0305 & --\\
100 & $8.86\times10^{-9}$ & $6.68\times10^{-9}$ & $8.78\times10^{-9}$ & $3.91\times10^{-9}$\\
200 & $2.47\times10^{-10}$ & $4.46\times10^{-17}$ & $5.86\times10^{-17}$ & $2.44\times10^{-10}$
\end{tabular}
\end{center}

At $t=0.1$ the loss is $0.00100$, as $\lambda\Lambda^2t^2=0.1\times0.01$ predicts; the exponential predicts $0.019$. The quadratic law is brief: at $t=1$ the loss is $0.075$ instead of $0.1$. At $t=20$ the pole term describes $P$ to within one per cent, but with the prefactor $|Z|^2=1.31$. This may exceed one because $Z$ is not a probability; the condition at $t=0$ is $Z+A_c(0)=1$. At $t=200$ the exponential is too small by more than six orders of magnitude.

The two terms have equal modulus at $t=105$ a.u. ($2.55$ fs), after $19.8$ lifetimes. Near there they interfere, so $P$ is not the sum of the last two columns, as the row $t=100$ shows. The numerical check tests the spectral integral against diagonalization of a discretized $H$, from the onset into the tail, and against the pole-plus-cut form.

For weak coupling $Z\simeq1$ and $\omega_r\simeq\omega_0$. Setting $e^{-n/2}=\lambda/(\omega_0t)^2$ at $t=n/\Gamma$ gives
\begin{equation}
n=2\ln\frac{\omega_0^2n^2}{\lambda\Gamma^2}.
\end{equation}
With $\lambda=10^{-7}$ and $\Gamma=1.9055\times10^{-7}$ a.u., the value $n=110.2$ solves this: the argument is $0.25\times110.2^2/(3.63\times10^{-21})=8.4\times10^{23}$, whose logarithm is $55.1$. The pole population is then $1.4\times10^{-48}$. The early deviation is small too, since up to $t=1/\Lambda$ the loss is at most $\lambda\Lambda^2t^2\le\lambda$. Afterwards, until the crossover nears, the pole term dominates, and its prefactor is $|Z|^2=1+2\Delta'(\omega_0)+O(\lambda^2)$, about $1+2.3\lambda$ for these $\omega_0$ and $\Lambda$. In this model exponential decay is thus an excellent weak-coupling approximation over the observable range, and it fails at both ends.

These results concern the bare state $|e\rangle$, prepared at $t=0$, in the rotating-wave model. Without that approximation the one-excitation problem does not close and the formulas for $\rho$, $z_p$ and $\omega_r$ change. The onset argument still holds for any state of finite energy variance, and the exclusion of an exponential tail for any Hamiltonian bounded below.

\section*{Calculated quantities}
\begin{verbatim}
level omega0 = 0.5 hartree, cutoff = 1.0 hartree
coupling lambda = 0.1, 2 pi lambda = 0.6283
integral of J/w = 0.100 hartree
omega0 - lambda*cutoff = 0.400 hartree
norm of energy density = 1.0000000000
mean energy = 0.50000000 hartree
energy variance = 0.10000000 hartree^2
1/(energy spread) = 3.1623 a.u. of time
(1-P)/(V t^2) at t = 0.01 a.u.: 0.999961
poles in fourth quadrant = 1.000000
pole: Re = 0.388833, Im = -0.094123 hartree
pole decay rate Gamma = 0.188246 a.u.
golden-rule rate = 0.190547 a.u.
residue Z = 1.13154 -0.18553 i, |Z|^2 = 1.31482
lifetime 1/Gamma = 5.3122 a.u. = 0.12850 fs
time Gamma/V = 1.8825 a.u.
t (a.u.) | P exact | exp(-Gamma t) | |Z|^2 exp(-Gamma t) | tail law
   0.1 | 9.990039e-01 | 9.8135e-01 | 1.2903e+00 | -
   0.5 | 9.771071e-01 | 9.1017e-01 | 1.1967e+00 | -
     1 | 9.247277e-01 | 8.2841e-01 | 1.0892e+00 | -
     2 | 8.030246e-01 | 6.8627e-01 | 9.0231e-01 | -
     5 | 5.020931e-01 | 3.9015e-01 | 5.1297e-01 | -
    20 | 3.027835e-02 | 2.3170e-02 | 3.0464e-02 | -
    50 | 1.030449e-04 | 8.1714e-05 | 1.0744e-04 | 6.2500e-08
   100 | 8.855879e-09 | 6.6772e-09 | 8.7793e-09 | 3.9063e-09
   150 | 7.968786e-10 | 5.4562e-13 | 7.1739e-13 | 7.7160e-10
   200 | 2.472041e-10 | 4.4585e-17 | 5.8621e-17 | 2.4414e-10
   500 | 6.284798e-12 | 1.3273e-41 | 1.7452e-41 | 6.2500e-12
  1000 | 3.917751e-13 | 1.7618e-82 | 2.3164e-82 | 3.9063e-13
  2000 | 2.445109e-14 | 3.1038e-164 | 4.0809e-164 | 2.4414e-14
local power of P, t = 1000 to 2000 a.u.: 4.00206
P/tail law at t = 2000 a.u.: 1.00152
crossover: 19.825 lifetimes = 105.31 a.u.
crossover time = 2.5474 fs
pole population at crossover = 3.229e-09
weak coupling lambda = 1e-07: Gamma = 1.9055e-07 a.u.
weak lifetime = 0.1269 ns
weak crossover = 110.16 lifetimes = 13.985 ns
weak pole population at crossover = 1.43e-48
cubic threshold: omega0 = 1.2 hartree, t = 400 a.u.
cubic threshold: |A|/(t^-4 law) = 1.00124
bound-state case: omega0 = 0.05 hartree, E_b = -0.039024 hartree
bound weight = 0.83876, continuum weight = 0.16124
bound-state plateau of P = 0.70351
counterexample a = 1 hartree, b = 1 hartree^-1:
  local power of P at t = 100 a.u.: 15.584
  local power of P at t = 1000 a.u.: 46.203
  local power of P at t = 10000 a.u.: 142.916
\end{verbatim}
